# Rotational heat capacities of para, ortho, equilibrium and frozen hydrogen: test program

```python
"""Rotational heat capacity of H2: para, ortho, equilibrium, frozen 3:1.

Result under test: para and equilibrium hydrogen have non-monotonic C(T),
whereas the frozen mixture C = C_para/4 + 3 C_ortho/4 rises steadily.
Pure ortho also rises; the 3:1 ratio comes from room-temperature equilibrium.
Energies are E/k in kelvin, C is in units of the gas constant R.
q = partition sum, U = mean energy/k, J = rotational quantum number,
B and D = rotational and centrifugal constants, theta = B/k,
t = T/theta for the rigid rotor. Levels come from a full-CI potential.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, fci

HARTREE_K = constants.physical_constants["hartree-kelvin relationship"][0]
HARTREE_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
REDUCED_MASS = constants.physical_constants[
    "proton-electron mass ratio"][0] / 2
R_GAS = constants.R
R_MIN, R_MAX = 0.6, 3.4   # bohr


def full_ci_energy(distance):
    """Total energy of H2 at fixed nuclei, in hartree."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, float(distance))]],
                unit="Bohr", basis="cc-pvtz", verbose=0)
    mean_field = scf.RHF(mol).run(conv_tol=1e-11)
    return float(fci.FCI(mean_field).kernel()[0])


def electronic_part(distances):
    """Energy without nuclear repulsion, smooth enough for a polynomial."""
    return np.array([full_ci_energy(d) - 1 / d for d in distances])


smooth_part = Chebyshev.interpolate(electronic_part, 19,
                                    domain=[R_MIN, R_MAX])


def radial_levels(j_values, points):
    """Lowest vibrational level for each J, and <1/(2 mu R^2)> for J=0."""
    step = (R_MAX - R_MIN) / (points + 1)
    r = R_MIN + step * np.arange(1, points + 1)
    separation = np.arange(points)[:, None] - np.arange(points)[None, :]
    safe = np.where(separation == 0, 1, separation)
    kinetic = np.where(separation == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * (-1.0)**np.abs(separation)
    kinetic /= 2 * REDUCED_MASS * step**2
    potential = smooth_part(r) + 1 / r
    inverse_inertia = 1 / (2 * REDUCED_MASS * r**2)
    energies = []
    mean_b = None
    for j in j_values:
        matrix = kinetic + np.diag(potential + j * (j + 1) * inverse_inertia)
        values, vectors = np.linalg.eigh(matrix)
        energies.append(values[0])
        if j == 0:
            mean_b = float(vectors[:, 0]**2 @ inverse_inertia)
    return np.array(energies), mean_b


def thermo(temperature, energy, degeneracy):
    """Partition sum, mean energy and heat capacity from explicit sums."""
    shifted = energy - energy[0]
    weight = degeneracy * np.exp(-shifted / temperature)
    total = weight.sum()
    probability = weight / total
    mean = probability @ shifted
    capacity = probability @ (shifted - mean)**2 / temperature**2
    return (total * np.exp(-energy[0] / temperature),
            mean + energy[0], capacity)


def all_species(temperature, energy):
    """(q, U, C) for para, ortho and equilibrium hydrogen."""
    j = np.arange(len(energy))
    rotational = 2 * j + 1
    para = thermo(temperature, energy[::2], rotational[::2])
    ortho = thermo(temperature, energy[1::2], rotational[1::2])
    spin = np.where(j % 2 == 1, 3, 1)
    equilibrium = thermo(temperature, energy, rotational * spin)
    return para, ortho, equilibrium


def capacities(temperature, energy):
    """C/R in the order para, ortho, equilibrium, frozen 3:1."""
    p, o, e = all_species(temperature, energy)
    return np.array([p[2], o[2], e[2], 0.25 * p[2] + 0.75 * o[2]])


def conversion_term(temperature, energy):
    """Heat capacity due to changing composition, and ortho fraction."""
    p, o, _ = all_species(temperature, energy)
    fraction = 3 * o[0] / (p[0] + 3 * o[0])
    term = fraction * (1 - fraction) * ((o[1] - p[1]) / temperature)**2
    return term, fraction


# Molecular levels and checks of their numerical quality
j_list = np.arange(16)
raw_levels, mean_b = radial_levels(j_list, 90)
coarse_levels, _ = radial_levels(j_list, 65)
assert np.max(np.abs(raw_levels - coarse_levels)) * HARTREE_CM < 0.01
off_node = 1.45
fit_error = abs(smooth_part(off_node) + 1 / off_node
                - full_ci_energy(off_node))
assert fit_error < 5e-6
levels = (raw_levels - raw_levels[0]) * HARTREE_K
levels_cm = (raw_levels - raw_levels[0]) * HARTREE_CM
assert abs(levels_cm[1] / (2 * mean_b * HARTREE_CM) - 1) < 0.004
D_cm = (3 * levels_cm[1] - levels_cm[2]) / 24
B_cm = (levels_cm[1] + 4 * D_cm) / 2
theta = B_cm * HARTREE_K / HARTREE_CM
assert D_cm > 0

# Fluctuation formula and frozen mixing against energy derivatives
for T in (60.0, 150.0, 280.0):
    h = 0.01
    upper = all_species(T + h, levels)
    lower = all_species(T - h, levels)
    slopes = np.array([(u[1] - d[1]) / (2 * h)
                       for u, d in zip(upper, lower)])
    frozen_energy = [0.25 * s[0][1] + 0.75 * s[1][1]
                     for s in (upper, lower)]
    frozen_slope = (frozen_energy[0] - frozen_energy[1]) / (2 * h)
    assert np.allclose(np.append(slopes, frozen_slope),
                       capacities(T, levels), rtol=1e-5, atol=1e-8)
    # Composition formula against the direct sum over every level
    term, fraction = conversion_term(T, levels)
    c = capacities(T, levels)
    assert abs((1 - fraction) * c[0] + fraction * c[1] + term - c[2]) < 1e-10

# Shapes of the four curves, including the pure-ortho counterexample
grid = np.arange(20.0, 601.0)
curves = np.array([capacities(T, levels) for T in grid])
changes = np.diff(curves, axis=0)
assert np.any(changes[:, 0] < 0) and np.any(changes[:, 2] < 0)
assert np.all(changes[:, 1] > 0) and np.all(changes[:, 3] > 0)


def extremum(column, low, high, sign):
    """Location and value; sign=-1 seeks a maximum, +1 a minimum."""
    found = minimize_scalar(lambda T: sign * capacities(T, levels)[column],
                            bounds=(low, high), method="bounded",
                            options={"xatol": 1e-5})
    return found.x, sign * found.fun


para_peak = extremum(0, 80, 300, -1)
eq_peak = extremum(2, 30, 80, -1)
eq_dip = extremum(2, 80, 250, 1)
assert para_peak[1] > capacities(300.0, levels)[0] + 0.1
assert eq_peak[1] > eq_dip[1] + 0.5
peak_share = conversion_term(eq_peak[0], levels)[0] / eq_peak[1]
assert peak_share > 0.98
room_fraction = conversion_term(298.15, levels)[1]
room_ratio = room_fraction / (1 - room_fraction)
assert abs(room_ratio - 3) < 0.05

# Smallest frozen ortho fraction giving a rising curve up to 300 K
up_to_300 = grid[1:] <= 300
falling = up_to_300 & (changes[:, 0] < 0)
para_change = changes[falling, 0]
ortho_change = changes[falling, 1]
critical_fraction = np.max(-para_change / (ortho_change - para_change))
assert abs(critical_fraction - 0.5) < 0.05

# Rigid rotor: alternating sum, species splitting and thermal expansion
j_rigid = np.arange(81)
rigid = (j_rigid * (j_rigid + 1)).astype(float)
for t in (2.0, 4.0):
    p, o, _ = all_species(t, rigid)
    poisson = (np.exp(1 / (4 * t)) * (np.pi * t)**1.5
               * np.exp(-np.pi**2 * t / 4))
    assert abs((p[0] - o[0]) / poisson - 1) < 1e-8
split_errors = []
split_values = []
for t in (5.0, 8.0):
    c = capacities(t, rigid)
    direct = (c[0] - c[1]) / 2
    a = np.pi**2 * t / 4
    predicted = np.pi**1.5 * np.sqrt(t) * np.exp(-a) * (a*a - 3*a + 0.75)
    split_errors.append(abs(direct / predicted - 1))
    split_values.append((direct, predicted))
    assert split_errors[-1] < 0.2 / t
assert split_errors[1] < split_errors[0]
t = 20.0
unweighted = thermo(t, rigid, 2 * j_rigid + 1)[2]
assert abs(unweighted - (1 + 1/(45*t**2) + 16/(945*t**3))) < 2e-7

rigid_search = minimize_scalar(lambda x: -capacities(x, rigid)[3],
                               bounds=(5, 12), method="bounded",
                               options={"xatol": 1e-5})
rigid_peak_t, rigid_peak = rigid_search.x, -rigid_search.fun
assert 1 < rigid_peak < 1.001
assert capacities(12.0, rigid)[3] < rigid_peak
stretch_direct = (capacities(600.0, levels)[3]
                  - capacities(600.0 / theta, rigid)[3])
stretch_formula = 4 * D_cm / B_cm * 600.0 / theta
assert abs(stretch_direct / stretch_formula - 1) < 0.15

# Numbers for the worked example
print("H2, full CI/cc-pVTZ, v=0 rotational levels")
print(f"reduced mass = {REDUCED_MASS:.4f} electron masses")
for j in range(6):
    print(f"J={j}: E = {levels_cm[j]:.3f} cm^-1; E/k = {levels[j]:.3f} K")
print(f"B = {B_cm:.4f} cm^-1; D = {D_cm:.5f} cm^-1")
print(f"theta = B/k = {theta:.4f} K")
print("C/R: T(K), para, ortho, equilibrium, frozen 3:1")
for T in (25, 50, 75, 100, 150, 200, 250, 298.15, 400, 600):
    c = capacities(float(T), levels)
    print(f"{T:7.2f} {c[0]:.5f} {c[1]:.5f} {c[2]:.5f} {c[3]:.5f}")
T = 150.0
p, o, e = all_species(T, levels)
term, fraction = conversion_term(T, levels)
print("Details at 150 K")
for j in range(6):
    weight = (2*j + 1) * np.exp(-levels[j] / T)
    print(f"J={j}: (2J+1)exp(-E/kT) = {weight:.7f}")
for name, values in (("para", p), ("ortho", o)):
    print(f"{name}: q = {values[0]:.6f}; U/R = {values[1]:.4f} K")
print(f"equilibrium ortho fraction = {fraction:.5f}")
print(f"conversion contribution C/R = {term:.5f}")
frozen_150 = capacities(T, levels)[3]
print(f"frozen C_rot = {frozen_150 * R_GAS:.3f} J/(mol K)")
print(f"frozen C_V with translation = {(frozen_150+1.5)*R_GAS:.3f} J/(mol K)")
print("Extrema and composition")
for name, result in (("para maximum", para_peak),
                     ("equilibrium maximum", eq_peak),
                     ("equilibrium minimum", eq_dip)):
    print(f"{name}: T = {result[0]:.2f} K; C/R = {result[1]:.5f}; "
          f"C = {result[1]*R_GAS:.3f} J/(mol K)")
print(f"conversion share at equilibrium maximum = {100*peak_share:.2f} %")
print(f"equilibrium ortho:para at 298.15 K = {room_ratio:.4f}")
print(f"critical ortho fraction, 20-300 K = {critical_fraction:.4f}")
print("Rigid-rotor comparison")
print(f"3:1 maximum: t = {rigid_peak_t:.3f}; T = {rigid_peak_t*theta:.1f} K")
print(f"3:1 maximum: C/R - 1 = {rigid_peak-1:.3e}")
for t, (direct, predicted) in zip((5, 8), split_values):
    print(f"t={t}: half-splitting/R direct {direct:.4e}, "
          f"formula {predicted:.4e}")
print(f"stretching at 600 K: direct C/R = {stretch_direct:.5f}")
print(f"stretching at 600 K: formula C/R = {stretch_formula:.5f}")
print(f"monotonic-grid range = {grid[0]:.0f} to {grid[-1]:.0f} K")
print(f"smallest frozen rise per K, C/R = {changes[:, 3].min():.3e}")
print("no test failed")
```

It prints:

```
H2, full CI/cc-pVTZ, v=0 rotational levels
reduced mass = 918.0763 electron masses
J=0: E = 0.000 cm^-1; E/k = 0.000 K
J=1: E = 118.142 cm^-1; E/k = 169.980 K
J=2: E = 353.351 cm^-1; E/k = 508.393 K
J=3: E = 703.511 cm^-1; E/k = 1012.195 K
J=4: E = 1165.530 cm^-1; E/k = 1676.938 K
J=5: E = 1735.431 cm^-1; E/k = 2496.898 K
B = 59.1605 cm^-1; D = 0.04478 cm^-1
theta = B/k = 85.1187 K
C/R: T(K), para, ortho, equilibrium, frozen 3:1
  25.00 0.00000 0.00000 0.45461 0.00000
  50.00 0.01983 0.00003 2.06605 0.00498
  75.00 0.25848 0.00391 1.37565 0.06755
 100.00 0.75339 0.03637 0.88255 0.21562
 150.00 1.43073 0.26369 0.69429 0.55545
 200.00 1.39405 0.57741 0.80260 0.78157
 250.00 1.21197 0.80621 0.91022 0.90765
 298.15 1.10096 0.92440 0.96884 0.96854
 400.00 1.02764 1.00372 1.00970 1.00970
 600.00 1.02251 1.02214 1.02224 1.02224
Details at 150 K
J=0: (2J+1)exp(-E/kT) = 1.0000000
J=1: (2J+1)exp(-E/kT) = 0.9660053
J=2: (2J+1)exp(-E/kT) = 0.1686637
J=3: (2J+1)exp(-E/kT) = 0.0082128
J=4: (2J+1)exp(-E/kT) = 0.0001256
J=5: (2J+1)exp(-E/kT) = 0.0000006
para: q = 1.168789; U/R = 73.5446 K
ortho: q = 0.974219; U/R = 177.0813 K
equilibrium ortho fraction = 0.71433
conversion contribution C/R = 0.09722
frozen C_rot = 4.618 J/(mol K)
frozen C_V with translation = 17.090 J/(mol K)
Extrema and composition
para maximum: T = 167.45 K; C/R = 1.46757; C = 12.202 J/(mol K)
equilibrium maximum: T = 48.90 K; C/R = 2.06900; C = 17.203 J/(mol K)
equilibrium minimum: T = 141.54 K; C/R = 0.69003; C = 5.737 J/(mol K)
conversion share at equilibrium maximum = 99.38 %
equilibrium ortho:para at 298.15 K = 2.9883
critical ortho fraction, 20-300 K = 0.4886
Rigid-rotor comparison
3:1 maximum: t = 6.830; T = 581.3 K
3:1 maximum: C/R - 1 = 4.554e-04
t=5: half-splitting/R direct 6.2021e-03, formula 6.3322e-03
t=8: half-splitting/R direct 1.3789e-05, formula 1.3954e-05
stretching at 600 K: direct C/R = 0.02179
stretching at 600 K: formula C/R = 0.02134
monotonic-grid range = 20 to 600 K
smallest frozen rise per K, C/R = 1.506e-08
no test failed
```
